# Barrier lowering by gap narrowing and the resistivity of a tunnelling contact: a program that tests the result

```python
"""Result under test: lowering an electron barrier phi by D at fixed doping
divides the field-emission contact resistivity by about exp(D/E00).
E00 = (q*hbar/2)*sqrt(N/(m*eps)); N: active donor density; m: tunnelling mass;
eps: permittivity; xi: bulk Fermi energy above the conduction edge;
W: depletion width; S: WKB exponent. Energies are in eV, lengths in nm,
and the zero of energy is the Fermi level, unless a name says otherwise."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

q, hbar, m0 = sc.e, sc.hbar, sc.m_e
kB = sc.k / q
E00, drop, phi_old = 0.12, 0.05, 0.60
phi_new = phi_old - drop
eps_r, m_light, m_heavy = 11.7, 0.19, 0.92
eps = eps_r * sc.epsilon_0
donors = (2 * E00 * q / (q * hbar))**2 * m_light * m0 * eps  # m^-3
curvature = q * donors / (2 * eps) * 1e-18                # eV/nm^2
wave_factor = 2 * m_light * m0 * q / hbar**2 * 1e-18       # 1/(eV nm^2)
image_strength = q / (16 * np.pi * eps) * 1e9             # eV nm


def fermi_energy(temp):
    """Bulk Fermi energy of six ellipsoidal valleys, full ionisation."""
    kt = kB * temp
    mass = (36 * m_light**2 * m_heavy)**(1 / 3) * m0
    density_scale = 2 * (mass * sc.k * temp / (2 * np.pi * hbar**2))**1.5

    def excess(eta):
        # energy/kT = y^2 removes the square-root endpoint
        integral = quad(lambda y: 2 * y*y / (1 + np.exp(y*y - eta)),
                        0, 9)[0]
        return density_scale * 2 / np.sqrt(np.pi) * integral - donors
    return kt * brentq(excess, -5, 20)


def width(phi, xi):
    return np.sqrt((phi + xi) / curvature)


def action_quadrature(phi, xi, image=False):
    """WKB exponent directly from the band profile at the Fermi level."""
    w = width(phi, xi)

    def band(x):
        value = curvature * (w - x)**2 - xi
        return value - image_strength / x if image else value
    if image:
        field = 2 * (phi + xi) / w
        x_top = np.sqrt(image_strength / field)
        left = brentq(band, 1e-4, x_top)
        right = brentq(band, x_top, w)
    else:
        left, right = 0.0, w - np.sqrt(xi / curvature)
    span = right - left

    def integrand(t):
        x = left + span * np.sin(t)**2
        return (np.sqrt(wave_factor * max(band(x), 0.0))
                * span * np.sin(2 * t))
    return 2 * quad(integrand, 0, np.pi / 2, epsabs=1e-10)[0]


def action_formula(phi, xi, e00=E00):
    if xi <= 1e-14:
        return (phi + xi) / e00
    total = phi + xi
    log_term = np.log((np.sqrt(total) + np.sqrt(phi)) / np.sqrt(xi))
    return (np.sqrt(phi * total) - xi * log_term) / e00


def wave_transmission(phi, xi, metal_depth=5.0):
    """Transmission from the Schrodinger equation, electron going to metal."""
    w = width(phi, xi)
    k_metal = np.sqrt(wave_factor / m_light * metal_depth)
    k_bulk = np.sqrt(wave_factor * xi)

    def rhs(x, y):
        return [y[1], wave_factor * (curvature * (w - x)**2 - xi) * y[0]]
    start = np.array([1.0, -1j * k_metal * m_light], dtype=complex)
    sol = solve_ivp(rhs, (0, w), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, slope = sol.y[:, -1]
    incoming = abs((psi + 1j * slope / k_bulk) / 2)**2
    reflected = abs((psi - 1j * slope / k_bulk) / 2)**2
    flux_out = k_metal * m_light / k_bulk
    assert abs((incoming - reflected) / flux_out - 1) < 1e-6
    return flux_out / incoming


def contact(phi, temp):
    """Resistivity in ohm cm^2, heavy-valley share, thermionic share."""
    kt, xi = kB * temp, fermi_energy(temp)
    over_barrier = kt * np.log1p(np.exp(-phi / kt))
    parts, thermal = [], 0.0
    valleys = ((4, m_light, np.sqrt(m_light * m_heavy)),
               (2, m_heavy, m_light))
    for count, m_normal, m_parallel in valleys:
        e00 = E00 * np.sqrt(m_light / m_normal)

        def integrand(energy):
            s = action_formula(phi - energy, xi + energy, e00)
            return np.exp(-s) / (1 + np.exp(energy / kt))
        tunnel = (quad(integrand, -xi, 0, epsabs=1e-12)[0]
                  + quad(integrand, 0, phi, epsabs=1e-12)[0])
        scale = count * q**2 * m_parallel * m0 / (2 * np.pi**2 * hbar**3) * q
        parts.append(scale * (tunnel + over_barrier))
        thermal += scale * over_barrier
    total = sum(parts)
    return 1e4 / total, parts[1] / total, thermal / total


# Simple law: direct barrier integrals at several starting barriers
simple_ratio = np.exp(drop / E00)
for barrier in (0.4, 0.6, 0.8):
    assert abs(action_quadrature(barrier, 0) - barrier / E00) < 1e-6
    direct = np.exp(action_quadrature(barrier, 0)
                    - action_quadrature(barrier - drop, 0))
    assert abs(direct / simple_ratio - 1) < 1e-6

# Degenerate semiconductor: closed exponent and its slope
xi = fermi_energy(300)
S_old, S_new = (action_quadrature(p, xi) for p in (phi_old, phi_new))
for barrier, value in ((phi_old, S_old), (phi_new, S_new)):
    assert abs(value - action_formula(barrier, xi)) < 1e-6
h = 1e-3
numeric_slope = (action_quadrature(phi_old + h, xi)
                 - action_quadrature(phi_old - h, xi)) / (2 * h)
slope_formula = np.sqrt(phi_old / (phi_old + xi)) / E00
assert abs(numeric_slope / slope_formula - 1) < 1e-4
degenerate_ratio = np.exp(S_old - S_new)
assert degenerate_ratio < simple_ratio

# Wave equation: tolerance allows for slowly varying prefactors beyond WKB
T_old, T_new = (wave_transmission(p, xi) for p in (phi_old, phi_new))
wave_ratio = T_new / T_old
assert abs(wave_ratio / degenerate_ratio - 1) < 0.06

# Energy-integrated contact: tests the claim "about 1.5" within 10 percent
rho_old, heavy_share, thermal_share = contact(phi_old, 300)
rho_new = contact(phi_new, 300)[0]
full_ratio = rho_old / rho_new
hot_ratio = contact(phi_old, 400)[0] / contact(phi_new, 400)[0]
assert abs(full_ratio / simple_ratio - 1) < 0.10
assert abs(hot_ratio / simple_ratio - 1) < 0.10

# Image force: a large change of barrier, tested for its effect on the ratio
S_image_old = action_quadrature(phi_old, xi, image=True)
S_image_new = action_quadrature(phi_new, xi, image=True)
image_ratio = np.exp(S_image_old - S_image_new)
assert abs(image_ratio - simple_ratio) < 0.25
w_old, w_new = width(phi_old, xi), width(phi_new, xi)
field = 2 * (phi_old + xi) / w_old                         # V/nm
image_lowering = 2 * np.sqrt(image_strength * field)

print(f"E00, light valleys: {E00:.3f} eV")
print(f"Barrier before: {phi_old:.3f} eV")
print(f"Barrier after: {phi_new:.3f} eV")
print(f"Barrier lowering: {drop:.3f} eV")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Light and heavy masses: {m_light:.2f}, {m_heavy:.2f} m_e")
print(f"Active doping: {donors * 1e-6:.3e} cm^-3")
print(f"kT at 300 K: {kB * 300:.5f} eV")
print(f"E00/kT at 300 K: {E00 / (kB * 300):.2f}")
print(f"Simple exponent before: {phi_old / E00:.4f}")
print(f"Simple exponent after: {phi_new / E00:.4f}")
print(f"Exponent change D/E00: {drop / E00:.4f}")
print(f"Simple resistivity ratio, before/after: {simple_ratio:.4f}")
print(f"Linear estimate of ratio: {1 + drop / E00:.4f}")
print(f"Simple fall in resistivity: {100*(1-1/simple_ratio):.1f} percent")
print(f"Bulk Fermi energy xi at 300 K: {xi:.4f} eV")
print(f"Depletion width before: {w_old:.3f} nm")
print(f"Depletion width after: {w_new:.3f} nm")
print(f"Strip removed beside metal: {w_old - w_new:.3f} nm")
print(f"Degenerate WKB exponent before: {S_old:.4f}")
print(f"Degenerate WKB exponent after: {S_new:.4f}")
print(f"Slope dS/dphi before: {slope_formula:.4f} per eV")
print(f"Degenerate WKB ratio: {degenerate_ratio:.4f}")
print(f"Wave-equation transmission before: {T_old:.4e}")
print(f"Wave-equation transmission after: {T_new:.4e}")
print(f"Wave-equation ratio: {wave_ratio:.4f}")
print(f"Contact resistivity before, 300 K: {rho_old:.3e} ohm cm^2")
print(f"Contact resistivity after, 300 K: {rho_new:.3e} ohm cm^2")
print(f"Energy-integrated ratio, 300 K: {full_ratio:.4f}")
print(f"Energy-integrated ratio, 400 K: {hot_ratio:.4f}")
print(f"Heavy-valley current share: {100 * heavy_share:.3f} percent")
print(f"Thermionic current share: {100 * thermal_share:.2e} percent")
print(f"Interface field before: {10 * field:.2f} MV/cm")
print(f"Image-force lowering estimate: {image_lowering:.3f} eV")
print(f"WKB exponent with image force, before: {S_image_old:.4f}")
print(f"WKB exponent with image force, after: {S_image_new:.4f}")
print(f"WKB ratio with image force: {image_ratio:.4f}")
print(f"Mean donors in cube of side W: {donors*1e-27*w_old**3:.2f}")
print("PASS")
```

Output:

```
E00, light valleys: 0.120 eV
Barrier before: 0.600 eV
Barrier after: 0.550 eV
Barrier lowering: 0.050 eV
Relative permittivity: 11.7
Light and heavy masses: 0.19, 0.92 m_e
Active doping: 9.286e+19 cm^-3
kT at 300 K: 0.02585 eV
E00/kT at 300 K: 4.64
Simple exponent before: 5.0000
Simple exponent after: 4.5833
Exponent change D/E00: 0.4167
Simple resistivity ratio, before/after: 1.5169
Linear estimate of ratio: 1.4167
Simple fall in resistivity: 34.1 percent
Bulk Fermi energy xi at 300 K: 0.0611 eV
Depletion width before: 3.034 nm
Depletion width after: 2.917 nm
Strip removed beside metal: 0.117 nm
Degenerate WKB exponent before: 4.3013
Degenerate WKB exponent after: 3.9051
Slope dS/dphi before: 7.9388 per eV
Degenerate WKB ratio: 1.4861
Wave-equation transmission before: 3.4200e-02
Wave-equation transmission after: 4.9451e-02
Wave-equation ratio: 1.4460
Contact resistivity before, 300 K: 4.832e-08 ohm cm^2
Contact resistivity after, 300 K: 3.260e-08 ohm cm^2
Energy-integrated ratio, 300 K: 1.4821
Energy-integrated ratio, 400 K: 1.4720
Heavy-valley current share: 0.209 percent
Thermionic current share: 3.45e-07 percent
Interface field before: 4.36 MV/cm
Image-force lowering estimate: 0.232 eV
WKB exponent with image force, before: 3.5674
WKB exponent with image force, after: 3.1543
WKB ratio with image force: 1.5114
Mean donors in cube of side W: 2.59
PASS
```
